# Steady Kalman gain for a drifting etch rate

## A case with equal drift and noise

Suppose that the etch rate of a bath changes between runs by a random step of variance 1, and that each rate measurement has an error of variance 1, in the same squared units. Before a new reading arrives, the rate is known from past data with some forecast variance $p$. Suppose also that $p$ has settled to a constant.

The new estimate gives weight $K$ to the reading and $1-K$ to the forecast. Their errors are uncorrelated, so the new error variance is

$$(1-K)^2p+K^2 .$$

Setting its derivative, $-2(1-K)p+2K$, to zero gives $K=p/(1+p)$. The variance is then

$$\frac{p}{(1+p)^2}+\frac{p^2}{(1+p)^2}=\frac{p}{1+p}.$$

The next drift step adds 1, and the result must be $p$ again:

$$p=\frac{p}{1+p}+1\quad\Rightarrow\quad p^2-p-1=0 .$$

The positive root is $p=1.618$, so $K=0.618$. Measurement removes as much variance in each run as drift restores. The same balance fixes the steady gain for other constant variances of drift and noise, provided that both are uncorrelated from run to run and with each other.

## Model and assumptions

Let $x_k$ be the etch rate in run $k$ and $y_k$ its measured value:

$$x_k=x_{k-1}+w_k,\qquad y_k=x_k+v_k .$$

The drift steps $w_k$ and reading errors $v_k$ have zero mean and constant variances $Q>0$ and $R>0$. Each sequence is white, meaning that its values in different runs are uncorrelated. The two sequences are also uncorrelated with each other and with the initial rate. The first forecast is the prior mean of $x_1$, with finite variance $P_1$.

The controlling quantity is

$$q=Q/R .$$

Both variances are in squared rate units, so $q$ has no unit. $Q$ belongs to one run interval: if drift builds up from independent random changes of constant average strength, doubling the interval doubles $Q$.

The filter corrects its previous estimate by a fraction of the surprise in the new reading:

$$\hat x_k=\hat x_{k-1}+K_kz_k,\qquad z_k=y_k-\hat x_{k-1}.$$

Here $z_k$ is the innovation, and $\hat x_0$ denotes the prior mean of $x_1$. Because the expected drift is zero, $\hat x_{k-1}$ is also the forecast for run $k$.

## The best gain in one run

Define the forecast error $f_k=x_k-\hat x_{k-1}$, with variance $P_k$, and the updated error $e_k=x_k-\hat x_k$. Since $z_k=f_k+v_k$,

$$e_k=f_k-K_k(f_k+v_k)=(1-K_k)f_k-K_kv_k .$$

The forecast uses only earlier readings, so $f_k$ and $v_k$ are uncorrelated. The updated variance is therefore

$$(1-K_k)^2P_k+K_k^2R
=(P_k+R)\left(K_k-\frac{P_k}{P_k+R}\right)^2+\frac{P_kR}{P_k+R}.$$

The second form follows by completing the square in $K_k$. The minimum is at

$$K_k=\frac{P_k}{P_k+R},$$

and the updated variance there is $P_kR/(P_k+R)=K_kR$.

This choice is also best among all linear estimates built from the whole record, with a constant allowed for the prior mean. To show this, suppose that $e_{k-1}$ is uncorrelated with $y_1,\ldots,y_{k-1}$. Then $f_k=e_{k-1}+w_k$ is uncorrelated with them too, and so is $e_k$. In addition,

$$\operatorname{cov}(e_k,z_k)=(1-K_k)P_k-K_kR=0 .$$

The reading $y_k$ equals $z_k$ plus $\hat x_{k-1}$, which is built from earlier readings. Hence $e_k$ is uncorrelated with $y_k$ as well. The induction starts at the first run, where there are no earlier readings.

Any competing linear estimate $\tilde x_k$ has error $e_k+(\hat x_k-\tilde x_k)$. The bracket is a combination of readings and a constant, so its product with the zero-mean error $e_k$ averages to zero. The competitor's mean-square error is thus $K_kR$ plus a non-negative term. If the initial rate and all noises are jointly Gaussian, zero correlation implies independence. The same argument then covers nonlinear estimates.

## The steady gain

The next drift step is uncorrelated with the updated error, so variances add:

$$P_{k+1}=K_kR+Q .$$

Dividing by $R$ and writing $p_k=P_k/R$ gives

$$p_{k+1}=\frac{p_k}{1+p_k}+q,\qquad K_k=\frac{p_k}{1+p_k}.$$

At a steady value $p_+$ the first relation reads $p_+=K+q$. The second can be inverted to $p_+=K/(1-K)$. Equating the two,

$$K=(K+q)(1-K)=K+q-K^2-qK,$$

and therefore

$$K^2+qK-q=0 .$$

The product of the roots is $-q<0$, so one root is positive. It is

$$\boxed{K=\frac{\sqrt{q^2+4q}-q}{2}}.$$

For large $q$ this form subtracts nearly equal numbers. Multiplying numerator and denominator by $\sqrt{q^2+4q}+q$ gives $4q/[2(\sqrt{q^2+4q}+q)]$. Division by $2q$ above and below then gives a form better suited to code:

$$K=\frac{2}{1+\sqrt{1+4/q}} .$$

The quadratic can also be read backwards, as $q=K^2/(1-K)$. This gives the variance ratio for which a gain already in use would be optimal.

The steady updated variance is $KR$ and the forecast variance is $(K+q)R$. The innovation variance is $(1+p_+)R=R/(1-K)$. Thus $q$ alone fixes the steady gain, while the size of the error also requires $R$.

## Convergence from any starting variance

A steady solution is useful if the filter reaches it. Let $F(p)=p/(1+p)+q$. For two values $a$ and $b$,

$$F(a)-F(b)=\frac{a(1+b)-b(1+a)}{(1+a)(1+b)}
=\frac{a-b}{(1+a)(1+b)} .$$

The fixed points satisfy $p(1+p)=p+q(1+p)$, or $p^2-qp-q=0$. Their sum is $q$. One is $p_+=K+q$, so the other is $-K$. Using $1+p_+=1/(1-K)$,

$$F(p)-p_+=\frac{(1-K)(p-p_+)}{1+p},$$

$$F(p)+K=\frac{p+K}{(1+p)(1-K)} .$$

Dividing the first line by the second removes $1+p$. With

$$u_k=\frac{p_k-p_+}{p_k+K},$$

the result is

$$u_{k+1}=(1-K)^2u_k .$$

For $q>0$ the gain lies between 0 and 1, so $u_k$ tends to zero from every $p_1\ge0$. Then $p_k$ tends to $p_+$ and $K_k$ to $K$. The prior affects the start-up gains but not their limit.

With no drift, $q=0$, the recursion becomes $1/p_{k+1}=1/p_k+1$. Hence $p_k=p_1/[1+(k-1)p_1]$ and

$$K_k=\frac{p_1}{1+kp_1}.$$

The gain now falls towards zero, because every reading concerns the same constant rate. For a very uncertain prior it approaches $1/k$, the weight of the latest reading in a plain average.

## Averaging and limiting cases

With constant gain, repeated substitution of $\hat x_k=(1-K)\hat x_{k-1}+Ky_k$ gives

$$\hat x_k=\sum_{j=0}^{k-1}K(1-K)^jy_{k-j}+(1-K)^k\hat x_0 .$$

The steady Kalman filter is therefore an exponentially weighted moving average whose weight has been derived from $q$.

For small $q$, expand the square root:

$$\sqrt{q^2+4q}=2\sqrt q\sqrt{1+q/4}
=2\sqrt q\left(1+\frac q8+O(q^2)\right).$$

It follows that

$$K=\sqrt q-\frac q2+\frac{q^{3/2}}8+O(q^{5/2}).$$

To leading order the updated variance is $\sqrt{QR}$. The readings in the average have a weighted mean age of about $1/\sqrt q$ runs: a longer average would suppress more noise but include rates that had drifted too far.

For large $q$,

$$\sqrt{q^2+4q}=q\left(1+\frac2q-\frac2{q^2}+\frac4{q^3}+\cdots\right),$$

so

$$K=1-\frac1q+\frac2{q^2}+O(q^{-3}).$$

Old information then becomes stale within one run, and the estimate nearly follows the latest reading. The full formula gives $K=0.095$, 0.270, 0.618 and 0.916 for $q=0.01$, 0.1, 1 and 10.

## What a wrong gain does

Let a fixed gain $g$, with $0<g\le1$, replace $K$. Its steady updated variance $V$ satisfies

$$V=(1-g)^2(V+Q)+g^2R .$$

Collecting $V$ and using $1-(1-g)^2=g(2-g)$,

$$V(g)=\frac{(1-g)^2Q+g^2R}{g(2-g)} .$$

The forecast variance is $V+Q$. Since $(1-g)^2+g(2-g)=1$, it simplifies to

$$P(g)=\frac{Q+g^2R}{g(2-g)} .$$

The numerator of its derivative is

$$2gR\,g(2-g)-(Q+g^2R)(2-2g)=2R(g^2+qg-q).$$

This is negative below $K$ and positive above it. Minimizing over fixed gains therefore leads to the same quadratic without using the one-run optimal gain.

The innovations reveal which way the gain is wrong. The next innovation contains $e_k$ plus new, uncorrelated terms. Their lag-one covariance is therefore

$$\operatorname{cov}(e_k,z_k)=(1-g)P(g)-gR
=\frac{(1-g)Q-g^2R}{g(2-g)} .$$

The innovation variance is $P(g)+R=(Q+2gR)/[g(2-g)]$, so the lag-one correlation is

$$\rho_1=\frac{(1-g)q-g^2}{q+2g}.$$

It vanishes at $g=K$, is positive for a smaller gain and negative for a larger one. Each further lag multiplies the covariance by $1-g$, because that fraction of the forecast error survives an update. At $g=K$ the innovations are therefore white. This diagnosis assumes the stated model; correlated reading errors can produce the same signs.

## Example: oxide etching in dilute HF

Take thermal silicon dioxide in dilute hydrofluoric acid near room temperature, with a rate of 3 nm/min. Each run etches a fresh wafer for $T=5$ min. Film thickness is read before and after with an independent error of standard deviation $s=0.1$ nm, and the rate is the difference divided by $T$. The drift has standard deviation 0.01 nm/min per run.

Two thickness errors enter each rate, so

$$R=\frac{2s^2}{T^2}=\frac{2(0.1)^2}{5^2}=8.0\times10^{-4}\ \text{(nm/min)}^2 .$$

With $Q=(0.01)^2=1.0\times10^{-4}$ in the same unit, $q=0.125$ and

$$K=\frac{\sqrt{0.015625+0.5}-0.125}{2}=0.297 .$$

If the forecast is 3.000 nm/min and the reading 3.060 nm/min, the new estimate is $3.000+0.297(0.060)=3.018$ nm/min. About 70 % of the apparent change is treated as measurement error.

The updated standard deviation is $\sqrt{KR}=0.0154$ nm/min, or 0.154 angstrom/min. It compares with 0.0283 nm/min for a single reading. The forecast standard deviation is $\sqrt{(K+q)R}=0.0184$ nm/min, which gives 0.092 nm of depth in a 5 min etch. Forecasting from the last reading alone gives $T\sqrt{R+Q}=0.150$ nm.

At start-up, let the prior standard deviation be 0.1 nm/min. Then $p_1=0.01/0.0008=12.5$ and the first gain is $12.5/13.5=0.926$. The recursion gives 0.512, 0.389 and 0.340 for the next three runs. From run 8 onward the gain stays within 1 % of its steady value. The convergence factor $(1-K)^2=0.495$ explains this pace: the deviation roughly halves per run once it is small.

If $q$ is guessed four times too high, the gain becomes 0.5. Then $V/R=(0.25\times0.125+0.25)/0.75=0.375$, and the updated standard deviation rises by the factor $\sqrt{0.375/0.2965}=1.12$. A guess four times too low gives 1.14. In this example, a rough estimate of $q$ already captures most of the benefit.

A simulation of one million runs with Gaussian noises shows the diagnosis at work. The lag-one innovation correlation was $-0.002$ at $K$, 0.199 at $K/2$ and $-0.231$ at $2K$. For a white record of this length, the sampling scatter is about 0.001.

## How far the real process departs from the model

A rate of a few nm/min is a rough typical value for thermal oxide in strongly diluted HF near room temperature. The drift and gauge errors above are round assumptions and should be replaced by values from the actual tool. The example also assumes that thickness reading is the only source of fast scatter. For an Arrhenius rate with an assumed activation energy of 0.3 eV, a temperature change of 0.1 K at 298.15 K changes the rate by 0.012 nm/min. A timing error of 1 s in 300 s changes the apparent rate by $3/300=0.010$ nm/min. If these sizes are the standard deviations of two mutually independent scatters, each uncorrelated from run to run, they raise $R$ by 30 % and lower the gain from 0.297 to 0.266. They also disturb the next etch directly. The depth error of 0.092 nm includes neither effect: uncertainty in the slowly drifting rate then contributes 0.097 nm, and the direct disturbance raises the total to 0.124 nm.

Bath depletion can add a steady trend $d$ to the random drift. The mean forecast error $b$ then obeys $b=(1-K)b+d$, so $b=d/K$. For $d=-0.002$ nm/min per run it is $-0.0067$ nm/min: on average the forecast lies above the true rate. Averaging more data makes this bias larger. If it matters beside the random forecast error, the trend should be included in the model.

Delayed metrology has a different effect. If results arrive $m$ runs late, the best gain for the newest available reading is unchanged, but $m$ further drift steps enter the forecast. Its variance becomes $(K+q)R+mQ$. A delay of three runs raises the forecast standard deviation from 0.0184 to 0.0252 nm/min.

Two smaller effects can be sized in the same way:

- **Drift during the etch.** Let the drift accumulate continuously, with runs 60 min apart. A rate change that occurs a time $t$ after the etch begins enters the difference between the final and mean rates with weight $t/T$. The variance of that difference is $(Q/60)\int_0^T(t/T)^2dt=QT/180$, with times in minutes. This is 0.35 % of $R$. The difference is also correlated with the drift step, with covariance $QT/120$, or 0.52 % of $R$. Together these terms lower the standard deviation of the forecast for the next run's mean rate, which sets the etched depth, by about 0.2 %. For the final rate of that run they raise it by about 0.6 %.
- **Etch time adjusted to hold depth.** Then $T$ varies inversely with the rate, and $R=2s^2/T^2$ varies as its square. After 50 runs the drift spread is $0.01\sqrt{50}=0.071$ nm/min. A rate higher by this amount raises $R$ by 4.8 %.

## When one wafer is etched repeatedly

The fresh-wafer assumption deserves separate attention. If one wafer is reused and each thickness reading serves both as the end of one run and the start of the next, then

$$v_k=\frac{n_{k-1}-n_k}{T},$$

where $n_k$ is the thickness error after run $k$. The variance is still $R=2s^2/T^2$, but neighbouring rate errors have covariance $-s^2/T^2=-R/2$. They are not white.

For fixed gain $g$, the reading errors contribute $-g\sum_j(1-g)^jv_{k-j}$ to $e_k$. The coefficient of $n_k$ is $g/T$. For $j\ge1$, the coefficient of $n_{k-j}$ is

$$-\frac gT\left[(1-g)^{j-1}-(1-g)^j\right]
=-\frac{g^2(1-g)^{j-1}}T .$$

Summing the squares and multiplying by $s^2=RT^2/2$ gives

$$\frac R2\left[g^2+\frac{g^4}{g(2-g)}\right]=\frac{g^2R}{2-g}.$$

For white errors the corresponding term is $gR/(2-g)$, so sharing the readings reduces it by the factor $g$. A thickness error that raises one rate lowers the next, and the average partly cancels it.

At the gain 0.297 the updated standard deviation is 0.0118 nm/min, instead of 0.0154 nm/min for fresh wafers. Numerical minimization over fixed gains moves the optimum to 0.354 and gives 0.0115 nm/min. The original gain loses little against the best fixed gain, but its variance formula $KR$ is wrong for this measurement scheme. No fixed gain is optimal here: the best linear estimate uses weights that are not exponential and reaches 0.0106 nm/min. The innovation test also misleads in this case, since the lag-one correlation is $-0.33$ at the gain 0.297 although the best fixed gain is larger.

## Use in a controller

Estimate $Q$ and $R$ for the same run interval. Under the model, successive differences $y_k-y_{k-1}=w_k+v_k-v_{k-1}$ have variance $Q+2R$ and lag-one covariance $-R$. A sufficiently long record therefore separates the two variances. When $q$ is small, this two-moment estimate is noisy: with the variances of the example, 300 runs give a negative estimate of $Q$ in more than one record in five. A maximum-likelihood fit, which uses the innovations of the filter for each trial $q$, does much better: for Gaussian records of the same length it places $q$ within a factor of two of the true value in about nine records out of ten.

After a bath change, restart from the new prior mean and variance and use the recursion for $K_k$. If a run has no reading, keep the estimate and add $q$ to $p$. The next gain should again come from the recursion, since the constant gain assumes one reading per run. Once readings are regular and the start-up has passed, the controller needs one stored rate and one constant:

$$\hat x_k=\hat x_{k-1}+K(y_k-\hat x_{k-1}).$$
